Power saturation of homogeneous and inhomogeneous spin resonances from the Bloch equations, part 1

(Sections cited here and not found follow in the second part.)

**First half: the Bloch equations and the homogeneous line**

**The question**

A silicon dioxide film on silicon contains E′ centres, which are unpaired electrons at silicon atoms with a missing bond. The film sits in a microwave cavity, in a static magnetic field tuned to the centre of the spin resonance. At very low microwave power the signal grows in proportion to the microwave field. At higher power the spins absorb energy faster than they can pass it to the lattice, and the growth stops. What follows decides how the instrument should be set: the signal may fall, so that extra power does harm, or it may stay nearly level over a wide range of power.

The answer depends on whether all spins share one resonance frequency or are spread over many. A resonance of the first kind is called homogeneous. In the second kind each group of spins with a common frequency is a packet, and the observed line is the sum of the packets. The homogeneous law is derived first, because it is also the law of a single packet.

**Fields, signs and units**

The algebra uses atomic units, in which ħ, the electron mass and the elementary charge equal one. The Bohr magneton is then 1/2, and the size of the electron's gyromagnetic ratio is

γ = g/2.

The formulas below also hold in SI units if γ = gμ_B/ħ is used instead, with μ_B the Bohr magneton. Frequencies are angular throughout.

The moment μ of an electron is opposite to its spin **S**, so μ = −γ**S**. The torque equation d**S**/dt = μ × **B**, multiplied by −γ, gives dμ/dt = −γ μ × **B**. Summed over the spins in unit volume, this becomes an equation for the magnetization **M**:

d**M**/dt = γ **B** × **M**.

The magnetization therefore turns about a static field B0 along z in the positive sense, from x towards y, at the rate ω0 = γB0.

The cavity supplies a linear field 2B1 cos ωt along x. It is the sum of two fields of amplitude B1 that rotate in opposite senses:

2B1 (cos ωt, 0) = B1 (cos ωt, sin ωt) + B1 (cos ωt, −sin ωt).

The first turns with the spins and drives them. The second is dropped for now, and the error is estimated below. Here B1 always means the rotating amplitude, which is half the linear amplitude. Confusing the two changes S, defined below, by a factor of four.

**The rotating frame**

Let x′ and y′ be axes that turn at the rate ω with the driving field, with x′ along that field. For any vector, the rate of change seen in the laboratory equals the rate seen in the rotating frame plus ω **z** × **M**. Hence, in the rotating frame,

d**M**/dt = (γ**B** − ω**z**) × **M** = **Ω** × **M**, with **Ω** = (ω1, 0, δ),

where

ω1 = γB1 and δ = ω0 − ω.

Call the components of **M** in this frame u, v and Mz. The cross product has the components

(**Ω** × **M**)x′ = 0·Mz − δv = −δv,
(**Ω** × **M**)y′ = δu − ω1Mz,
(**Ω** × **M**)z = ω1v − 0·u = ω1v.

Relaxation is now added in the form assumed by Bloch. The transverse components decay to zero with the time T2, and Mz returns to its thermal value M0 with the time T1. The transverse decay is the same in all directions of the plane, so it keeps its form in the rotating frame. The equations are

u′ = −δv − u/T2,
v′ = δu − ω1Mz − v/T2,
Mz′ = ω1v − (Mz − M0)/T1.

A prime on u, v or Mz means a time derivative. The relaxation terms assume that T1 and T2 do not depend on ω1, an assumption examined in the second half. They also let the spins relax towards the static field alone, which is reasonable when B1 is far smaller than B0 and |δ| is far smaller than ω0.

**Steady state**

These equations are linear, so the difference **m** between any solution and the steady solution obeys the same equations without the M0 term. Precession does not change the length of **m**, because **m**·(**Ω** × **m**) = 0. What remains is

d|**m**|²/dt = −2(mx² + my²)/T2 − 2mz²/T1.

The length of **m** therefore shrinks at least as fast as exp(−t/T), where T is the longer of T1 and T2. The steady state is reached if field, frequency and power change little during that time. This condition is called slow passage.

Setting the first equation to zero gives

u = −δT2 v.

The second, multiplied by T2, reads 0 = δT2u − ω1T2Mz − v. Inserting u gives

v(1 + δ²T2²) = −ω1T2Mz.

The third gives

Mz = M0 + ω1T1v.

With this Mz the previous line becomes

v(1 + δ²T2²) = −ω1T2M0 − ω1²T1T2v.

Collecting the terms in v and defining the saturation parameter

S = ω1²T1T2

gives v = −M0ω1T2/(1 + δ²T2² + S). It is convenient to use the positive quantity a = −v:

a(δ) = M0 ω1T2 / (1 + δ²T2² + S).

The longitudinal part follows from Mz = M0 − ω1T1a. Since ω1T1·ω1T2 = S,

Mz = M0 [1 − S/(1 + δ²T2² + S)] = M0 (1 + δ²T2²)/(1 + δ²T2² + S).

At resonance this is M0/(1 + S). At S = 1 half of the thermal magnetization is gone.

**Why a is the absorption signal**

The energy of the moments per unit volume is −**M**·**B**. Its rate of change has two parts, −**M**·d**B**/dt and −**B**·d**M**/dt. In the second part precession contributes nothing, because **B**·(**B** × **M**) = 0, so that part is the exchange of energy with the lattice through relaxation. The power supplied by the source is therefore

P = −**M**·d**B**/dt.

For the rotating field, d**B**/dt has the size ωB1 and points along y′. This gives P = −ωB1v, or

P = ωB1a.

The positive sign confirms that a measures absorption.

The linear field gives the same result. Transforming back to the laboratory, Mx = u cos ωt − v sin ωt. The derivative of the field is −2ωB1 sin ωt, so P = 2ωB1Mx sin ωt. The average of sin² is 1/2 and that of sin ωt cos ωt is zero, which leaves −ωB1v = ωB1a again.

At resonance the energy balance can be followed to the lattice. The steady third equation gives (M0 − Mz)/T1 = ω1a. Multiplied by B0, the left side is the power passed to the lattice through T1. The right side is γB1B0a = ω0B1a, which equals P at δ = 0.

Three quantities are in use as "the absorption", and they saturate differently:

- The magnetization a oscillates a quarter period out of phase with the drive. At fixed frequency and receiver gain it produces a voltage proportional to a.
- The absorbed power is proportional to B1a.
- The absorptive susceptibility χ″ is the response per unit field and is proportional to a/B1.

Here the signal is a. This suits a detector that responds linearly to the microwave voltage, with the cavity so weakly loaded by the spins that B1 is unaffected by the resonance. Data divided by √P_in, where P_in is the incident power, must be compared with a/B1 instead.

**The neglected rotating field**

The counter-rotating field can be sized by the same construction. In a frame that turns with it, the static component of **Ω** is ω0 + ω and the transverse component is ω1. The precession rate in that frame is

√[(ω0 + ω)² + ω1²] ≈ ω0 + ω + ω1²/[2(ω0 + ω)].

Near resonance the last term is a shift of ω1²/(4ω0), to leading order in ω1/ω0.

A direct integration of the laboratory equations with the full linear field shows the size of the error in an unfavourable case. With ω = 60, ω0 = 60.7, ω1 = 1.2, T1 = 2 and T2 = 1 in arbitrary consistent units, the mean absorbed power differs from ωB1a by 2.2×10⁻³ of the latter. The shift explains most of this. It equals 1.44/242.8 = 0.0059 and changes the denominator 1 + 0.49 + 2.88 = 4.37 by 2 × 0.7 × 0.0059 = 0.0083, which is a relative change of 1.9×10⁻³. In the oxide example below, ω1/ω0 is smaller by several orders of magnitude.

**Saturation at the centre of a homogeneous line**

At δ = 0 the signal is a = M0ω1T2/(1 + S). To show the dependence on drive with a single variable, let

x = √S = ω1√(T1T2).

Then ω1T2 = xT2/√(T1T2) = x√(T2/T1), and

a_hom = M0 √(T2/T1) · x/(1 + x²).

Since x is proportional to B1, it is proportional to the square root of the microwave power. The derivative of the last factor is

d/dx [x/(1 + x²)] = (1 + x² − 2x²)/(1 + x²)² = (1 − x²)/(1 + x²)².

It is positive below x = 1 and negative above, so there is a single maximum:

S = 1, a_hom,max = ½ M0 √(T2/T1).

At low drive a_hom = M0ω1T2. The ratio of the full result to this linear law is 1/(1 + S), so at its maximum the signal is half of its linear extrapolation.

At high drive,

a_hom → M0ω1T2/S = M0/(ω1T1).

The fall has a simple origin. The absorbed power tends to ωB1M0/(γB1T1), which at resonance is M0B0/T1. This is the greatest rate at which spins with Mz near zero can pass energy to the lattice. With the power fixed by the lattice and B1 still rising, the magnetization a must fall as 1/B1.

The logarithmic slope is useful with measured data. From ln a = ln x − ln(1 + x²) + constant,

d ln a_hom/d ln x = 1 − 2x²/(1 + x²) = (1 − S)/(1 + S).

It runs from +1 to −1. Against the logarithm of power instead of field, it is half as large.

The function x/(1 + x²) is unchanged when x is replaced by 1/x, so the curve is symmetric about its maximum on a logarithmic axis. The signal is 90% of its maximum where 2x/(1 + x²) = 0.9, or 0.45x² − x + 0.45 = 0. The roots are x = (1 ± √0.19)/0.9, that is 0.627 and 1.595, or S = 0.393 and 2.545. The power may thus vary by a factor of 6.48 before the signal loses more than a tenth.

**Power broadening**

Off resonance, the ratio to the centre is a(δ)/a(0) = (1 + S)/(1 + S + δ²T2²). It equals one half when

|δ| = s/T2, with s = √(1 + S).

The line is Lorentzian at every power in this model, and its half width grows with s. The centre saturates first, while the wings, where δ²T2² is much larger than 1 + S, still respond linearly.

The area under the line follows from the standard integral of a Lorentzian, ∫dδ/(s² + δ²T2²) = π/(sT2):

∫a(δ)dδ = M0ω1T2 · π/(sT2) = πM0ω1/s.

For large S we have s ≈ ω1√(T1T2), and the area tends to the constant πM0/√(T1T2). The peak of a homogeneous line falls at high power, but its area does not. This difference between peak and area is the source of the inhomogeneous law.

**Second half: packet distributions and the oxide example**

**Symbols and results carried over**

B1 is the rotating microwave amplitude, ω1 = γB1, and δ is the resonance frequency of a spin minus the microwave frequency. M0 is the thermal magnetization, and T1 and T2 are the longitudinal and transverse relaxation times. The drive is measured by S = ω1²T1T2, with x = √S and s = √(1 + S). The steady absorption signal of spins with one frequency is

a(δ) = M0ω1T2/(s² + δ²T2²).

Its half width is s/T2 and its area is πM0ω1/s. At the centre it is M0√(T2/T1)x/(1 + x²), which is greatest at S = 1.

**Independent packets**

Let g(δ)dδ be the fraction of spins with offsets between δ and δ + dδ, so that ∫g dδ = 1. Assume that all packets have the same T1 and T2, that they see the same B1, and that no magnetization passes between them. The signal is then

a_inh = ∫g(δ)a(δ)dδ.

With the microwave frequency at the centre of the distribution, g is greatest at δ = 0. If g hardly changes over many widths s/T2, it can be replaced by g(0) as a first approximation, and the area of one packet gives

a_inh = πM0ω1g(0)/s = πM0ω1g(0)/√(1 + S).

This is the broad limit. For large S it tends to the plateau πM0g(0)/√(T1T2).

The plateau is a balance of two effects. The peak of each packet varies as x/s², which falls as 1/x at high drive. The width over which packets take part grows as s. The product x/s tends to one. The drive burns a wider hole in the distribution and keeps finding fresh spins at its edges.

In the broad limit the signal is half of its linear extrapolation when s = 2, or S = 3, compared with S = 1 for the homogeneous line. The logarithmic slope is

d ln a_inh/d ln x = 1 − x²/(1 + x²) = 1/(1 + S),

which never becomes negative. If the microwave frequency is moved by Δ from the centre, g(0) is replaced by the value of g at that place, provided that g varies little there over many packet widths. The main part of the line therefore nearly keeps its shape while s/T2 is far smaller than the width of g, whereas a homogeneous line broadens as soon as it saturates. In the far wings of a Gaussian this fails, because g becomes so small that the tails of packets nearer the centre dominate the signal.

The area of the whole line does not separate the two cases. Adding up the signal over all settings of the microwave frequency gives each packet its full area, so the total is πM0ω1/s for any g. The contrast lies in the peak and in the width.

For a single resonance frequency the peak signal is greatest at S = 1 and then falls, while for a very broad distribution of isolated packets it rises to a plateau. It remains to find where the plateau ends when the distribution has a finite width, to work through the oxide example, and to see how exchange between packets and a drive-dependent T2 change the result.

All numerical values are calculated from the stated model.
